# Depletion Beneath a Finite Metal Strip by Projected Over-Relaxation

## Result

A metal strip of half-width $a$ lies on a uniformly doped n-type semiconductor. Let $V$ be the total potential drop from the neutral bulk to the metal, $N$ the donor density, $\varepsilon$ the permittivity and

$$W=\sqrt{2\varepsilon V/(qN)}$$

the planar depletion width. Lengths are measured in $W$ unless units are shown, $y>0$ points into the semiconductor, and $v$ is the upward band bending divided by $qV$. In the depletion approximation

$$v\ge0,\qquad 2-\nabla^2v\ge0,\qquad v\,(2-\nabla^2v)=0, \tag{1}$$

with $v=1$ on the strip, $\partial_yv=0$ on the bare surface and $v\to0$ far away. The unknown depletion boundary is the edge of the set $v>0$. On a square grid of spacing $h$, repeated use of

$$v\leftarrow\max\{0,\;v+\omega(\bar v-h^2/2-v)\},\qquad0<\omega<2, \tag{2}$$

where $\bar v$ is the mean of the newest values at the four neighbours and the nodes are updated in two alternating chessboard colours, converges to the solution of the discrete problem. For a wide strip the depth under the centre tends to $W$ with a deficit proportional to $e^{-\pi a/W}$, while the boundary extends $2W/\pi$ beyond each strip edge.

## The obstacle problem

The model has fully ionised donors, no electrons in the depleted region, no surface charge and no field leaving the bare surface. Where the semiconductor is depleted, the band bending in volts, $u=Vv$, obeys $\nabla^2u=qN/\varepsilon$. In units of $W$ the right side becomes $qNW^2/(\varepsilon V)=2$.

Consider

$$J[v]=\int\left(\tfrac12|\nabla v|^2+2v\right)dx\,dy,\qquad v\ge0,\quad v=1\text{ on the strip}.$$

Adding a small $\eta\ge0$ must not lower $J$. Integration by parts gives $\int\eta(2-\nabla^2v)\ge0$, hence the second relation in (1), and no flux through the bare surface. Where $v>0$, both signs of $\eta$ are allowed, so $\nabla^2v=2$. If $v_1,v_2$ were two minimisers, then

$$J[\tfrac12(v_1+v_2)]=\tfrac12J[v_1]+\tfrac12J[v_2]-\tfrac18\int|\nabla(v_1-v_2)|^2$$

would lie below the minimum unless $v_1=v_2$.

If $v$ fell to zero at the depletion boundary with a non-zero slope, the kink would make $\nabla^2v$ positively infinite there and violate $2-\nabla^2v\ge0$. Thus both $v$ and $\nabla v$ vanish on the boundary: no field enters the neutral bulk.

Two comparisons bound the region. First, $v\le1$, because $v$ is subharmonic where it exceeds 1 and would need a maximum on the boundary of that set. Let $p=(1-y)^2$ for $y<1$ and $p=0$ below. Where $v>p$, $\nabla^2(v-p)=2-\nabla^2p\ge0$, so a positive maximum would lie on the surface. On the strip $v-p=0$; on the bare surface $\partial_y(v-p)=2$, so $v-p$ rises inward. Hence $v\le p$, and the depth is at most $W$. For $x>a$ the same argument with $p=(1-x+a)^2$, cut off at zero, bounds the sideways spread by $W$; here both functions have zero normal slope on the surface, which even reflection turns into an interior line. A grid extending slightly more than $W$ beyond the strip therefore contains the solution.

## Why the iteration converges

The five-point discretisation has energy $J_h=\tfrac12v^TAv+b^Tv$. An interior node has $A_{ii}=4$ and $b_i=2h^2$; on a symmetry line both are halved, and the missing neighbour is a mirror image. With residual $r=(Av+b)_i$, the displacement that minimises $J_h$ at one node is $g=-r/A_{ii}=\bar v-h^2/2-v$.

Projection changes the move $\omega g$ into $\Delta=\theta\omega g$ with $0\le\theta\le1$, since $v\ge0$ before the move. For $\Delta\ne0$,

$$\delta J_h=r\Delta+\tfrac12A_{ii}\Delta^2
=-A_{ii}\Delta^2\left(\frac1{\theta\omega}-\frac12\right)
\le-A_{ii}\Delta^2\left(\frac1\omega-\frac12\right).$$

Colour the nodes like a chessboard. Nodes of one colour are not coupled, so their decreases add. $A$ is positive definite on the free nodes, so $J_h$ is bounded below, the iterates stay bounded and all $\Delta\to0$. A limit point then satisfies $v=\max(0,v+\omega g)$: either $v>0$ and $g=0$, or $v=0$ and $g\le0$. This is the discrete form of (1). Its solution is unique, so the whole sequence converges. For $\omega\ge2$ the argument gives no decrease.

The speed follows once the set $v=0$ has settled. Let $\rho$ be an eigenvalue of the neighbour average on the remaining nodes. For an error mode multiplied by $\mu$ per sweep, the two colour updates combine to

$$(\mu+\omega-1)^2=\omega^2\rho^2\mu .$$

As a quadratic in $\sqrt\mu$, this has a double root when $\omega^2\rho^2=4(\omega-1)$, or $\omega=2/(1+\sqrt{1-\rho^2})$ for the largest $\rho$. Above this value all $|\mu|=\omega-1$. Since $\rho\simeq1-\lambda h^2/4$, with $\lambda$ the lowest eigenvalue of $-\nabla^2$ in the depleted region, $\sqrt{1-\rho^2}\simeq h\sqrt{\lambda/2}$. To bound $\lambda$ from below, cut the region along $x=a$ and let the modes be flux-free at the cut, which cannot raise the lowest eigenvalue. The modes vanish on the strip and on the free boundary. Under the strip the depth is at most 1, so $\lambda\ge\pi^2$ there. The part beyond the strip fits into a unit square with two flux-free sides and two sides at zero, so $\lambda\ge\pi^2/2$. The choice used below, $\omega=2/(1+1.6h)$, would be optimal for $\lambda\approx5$, close to this bound. In the worked example the part beyond the strip fits into a box of 0.64 by 0.83, and the same argument gives $\lambda>9$. There $\omega$ lies above its optimum, all $|\mu|=\omega-1$, and each sweep multiplies the error by about $e^{-3.2h}$. The number of sweeps per digit therefore grows as $1/h$.

## Locating the boundary between nodes

At distance $s$ inside the boundary, $v=0$, $\partial_nv=0$ and $\partial_n^2v=2$ give $v=s^2+O(s^3)$. Along a grid line whose direction makes an angle $\alpha$ with the normal, $v'=-2s\cos\alpha$ and $v''=2\cos^2\alpha$, so

$$-\frac{v'}{v''}=\frac{s}{\cos\alpha}$$

is the distance to the boundary along that line. The derivatives are taken from the last three positive nodes. For exact values of $v$ the cubic term, due to boundary curvature, leaves an error of order $h^2$. Grid values carry an error of order $h^2$ near the stepped discrete boundary, which can change $v''$ by a finite fraction. The located boundary therefore scatters at first order in $h$, with a small coefficient: up to about $0.05h$ on fine grids for a circular boundary.

## A closed-form solution

Reflect the semiconductor in its surface and put $z=x+iy$. Since $\partial_{\bar z}\partial_zv=\tfrac14\nabla^2v=\tfrac12$,

$$\partial_zv=\tfrac12[\bar z-S(z)],$$

with $S$ analytic off the strip. The free boundary requires $S=\bar z$, and constant $v$ on the strip requires $\mathrm{Re}\,S=x$. Write $z=z(\zeta)$, $\zeta=\xi+i\eta$, with period $2\pi i$, the strip at $\xi=0$ and the free boundary at $\xi=\xi_0$. Symmetry makes $z$ even and real for real $\zeta$. On the free boundary $\bar\zeta=2\xi_0-\zeta$, hence $S(\zeta)=z(2\xi_0-\zeta)$. The strip condition becomes

$$z(\zeta+2\xi_0)-2z(\zeta)+z(\zeta-2\xi_0)=0 .$$

Coefficients linear in $m$ have zero second difference, so this is solved by

$$z=K\sum_{m\ge1}m\,[\operatorname{csch}(2m\xi_0-\zeta)+\operatorname{csch}(2m\xi_0+\zeta)]
=K\sum_{n\text{ odd}}\frac{\cosh n\zeta}{\sinh^2n\xi_0}. \tag{3}$$

Here and below odd sums run over positive integers. The second form uses $\operatorname{csch}w=2\sum_{n\text{ odd}}e^{-nw}$ and $\sum_m m e^{-2mn\xi_0}=1/(4\sinh^2n\xi_0)$. The term $K\operatorname{csch}\zeta$ in $S$ supplies the square-root singularity at the strip edge.

The map must be one-to-one. On the free boundary, collecting terms in the first sum of (3) gives

$$x=K\sum_{k\text{ odd}}\frac{k\sinh k\xi_0\cos\eta}{\sinh^2k\xi_0+\sin^2\eta},\qquad
y=K\sum_{k\text{ odd}}\frac{\cosh k\xi_0\sin\eta}{\sinh^2k\xi_0+\sin^2\eta}.$$

For $0<\eta<\pi/2$, $x$ decreases and $y>0$. Along the strip $x$ also decreases with $\eta$, and along the surface and the central axis the distance from the origin increases with $\xi$, term by term. The edge of the rectangle is thus traced once onto a simple closed curve, and the argument principle makes the map one-to-one.

Positivity follows from $\partial_yv=y+\mathrm{Im}\,S$. On the strip this is

$$-\frac K{\sin\eta}-2K\sum_{j\ge1}\frac{\cosh2j\xi_0\sin\eta}{\sinh^22j\xi_0+\sin^2\eta}<0,$$

and it vanishes on the bare surface and free boundary. As $\partial_yv$ is harmonic, it is negative inside, so $v$ falls to zero from positive values. Equation (3) therefore solves (1).

Setting $\zeta=0$, $\eta=\pi/2$ and $\eta=0$ gives half-width, depth $D$ and surface extent $X$:

$$a=K\sum_{n\text{ odd}}\operatorname{csch}^2n\xi_0,\quad
D=K\sum_{k\text{ odd}}\operatorname{sech}k\xi_0,\quad
X=K\sum_{k\text{ odd}}k\operatorname{csch}k\xi_0 .$$

On the central axis let $y=Y(\xi)$. Then $\partial_yv=Y(\xi)-Y(2\xi_0-\xi)$, and unit drop fixes $K$:

$$1=\int_0^{\xi_0}[Y(2\xi_0-\xi)-Y(\xi)]\,Y'(\xi)\,d\xi. \tag{4}$$

The depleted area on both sides is $\mathcal A=2\int x\,dy$. Orthogonality of the odd cosines on $0<\eta<\pi/2$ yields

$$\mathcal A=\frac\pi2K^2\sum_{n\text{ odd}}\frac{n\cosh n\xi_0}{\sinh^3n\xi_0}.$$

The differential capacitance is simpler. At fixed $N$ and $a$, $\partial u/\partial V$ is harmonic, equals 1 on the strip and vanishes on the free boundary, because $u$ is quadratic there. It is $1-\xi/\xi_0$. Its flux over $0<\eta<\pi$ gives, per unit strip length,

$$c=\pi\varepsilon/\xi_0. \tag{5}$$

## Wide and narrow strips

A wide strip has small $\xi_0$. The sums become integrals, with corrections exponentially small in $1/\xi_0$ by Poisson summation:

$$D\simeq\frac{\pi K}{4\xi_0},\qquad X\simeq\frac{\pi^2K}{8\xi_0^2},\qquad
a\simeq K\left(\frac{\pi^2}{8\xi_0^2}-\frac1{2\xi_0}\right).$$

The last term is the endpoint correction when $a=2K\sum_m m\operatorname{csch}2m\xi_0$ is replaced by an integral. In the same way $Y\simeq D\xi/\xi_0$, and (4) reduces to $D^2=1$. Restoring $W$,

$$D\to W,\qquad X-a\to\frac{2W}\pi,\qquad c\to\varepsilon\left(\frac{2a}W+\frac4\pi\right).$$

Since $c=qN\,d\mathcal A/dV=(\varepsilon/W)\,d\mathcal A/dW$ at fixed $a$, integration from $W=0$ gives $\mathcal A\to2W(a+W/\pi)$.

To find the approach to the planar depth, put $w=(1-y)^2-v$ and let the boundary lie at $y=1-\delta$. There $w=\delta^2$ and $\partial_yw=-2\delta$. To first order $w$ vanishes at both $y=0$ and $y=1$, so its slowest mode is $\sin(\pi y)\cosh(\pi x)$. An edge disturbance decays under the strip as $e^{-\pi(\text{distance})/W}$.

For a narrow strip $\xi_0$ is large and the $n=1$ term dominates. The boundary tends to a semicircle of radius $R=\tfrac12ae^{\xi_0}$. The radial solution around a wire of radius $a/2$,

$$v=\tfrac12(r^2-R^2)-R^2\ln(r/R),$$

then gives $R^2(\xi_0-\tfrac12)=1$. The planar estimate fails here.

| $a/W$ | $D/W$ | $(X-a)/W$ | $c/\varepsilon$ |
|---|---|---|---|
| 0.25 | 0.8014 | 0.6243 | 1.651 |
| 0.5 | 0.9038 | 0.6345 | 2.236 |
| 1 | 0.9779 | 0.6365 | 3.270 |
| 2 | 0.99899 | 0.6366 | 5.273 |
| 3 | 0.99996 | 0.6366 | 7.273 |

These values come from the sums, Gauss–Legendre quadrature of (4) and root finding for $\xi_0$. The deficits at $a/W=2$ and 3 imply a decay rate of $3.138/W$, close to $\pi/W$. At $a/W=0.25$, $\xi_0=1.9025$ and the wire formula gives $R=0.844W$, between the actual depth $0.801W$ and surface extent $0.874W$.

An over-relaxation run with $a=3W$, $h=0.025W$ gives depth $0.99996W$. Its disturbance at mid-depth, compared at $x=1.75W$ and $x=W$, decays at $3.138/W$. The spread is $0.644W$, however: the planar centre does not reveal the error made at the edge.

## Worked example and grid error

Take a 200 nm wide strip on silicon at 300 K, with $N=10^{17}$ cm$^{-3}$, relative permittivity 11.7 and 1 V reverse bias. The barrier, 0.65 eV, is a rough value for nickel silicide on n-silicon; the conduction-band density of states is taken as $2.8\times10^{19}$ cm$^{-3}$. Then

$$V=0.65-0.02585\ln(280)+1=1.504\ \text{V},$$

$W=139.5$ nm and $a/W=0.717$. The map gives $\xi_0=1.1663$.

The grids have 29, 58 and 116 cells across $a$, extend at least $1.05W$ beyond the strip, and take $v=0$ outside. Sweeps stop when the largest change is below $10^{-11}$.

| $h/W$ | sweeps | $D/W$ | $(X-a)/W$ | $\mathcal A/W^2$ |
|---|---|---|---|---|
| 0.02472 | 304 | 0.94971 | 0.64315 | 2.08604 |
| 0.01236 | 601 | 0.94921 | 0.64010 | 2.07714 |
| 0.00618 | 1179 | 0.94902 | 0.63820 | 2.07272 |
| extrapolated | | 0.94884 | 0.63629 | 2.06830 |
| map | | 0.94870 | 0.63609 | 2.06831 |

The rate $e^{-3.2h}$ predicts $\ln(10^{11})/(3.2h)$, or 320, 640 and 1281 sweeps. With $\omega=1$ the coarse grid needs 4559. During the first 60 coarse-grid sweeps $v$ reaches 0.05 on the outermost nodes: the iterate overshoots the final boundary before returning. An early stop can therefore show depletion that is too wide.

The grid areas exceed the map's area by 0.0177, 0.0088 and 0.0044 in units of $W^2$; these errors halve with $h$. A scaling argument explains the first order. Near the strip edge $1-v\propto\sqrt s$, and the grid has no length but $h$. Its leading outer effect is a shift of the edge by $\beta h$, since $\sqrt{s-\beta h}\simeq\sqrt s-\beta h/(2\sqrt s)$. Extrapolation, $2q(h/2)-q(h)$, removes this term. Using the wide-strip slope $d\mathcal A/da=2W$, the area errors suggest $\beta\approx0.36$.

The edge field gives a separate indication. In (3), $S\simeq K/\zeta$ and $z-a\simeq\tfrac12z''(0)\zeta^2$, so

$$E\simeq\frac VW\,\kappa\sqrt{\frac Ws},\qquad
\kappa=K^{3/2}\left(\tfrac12\sum_{n\text{ odd}}n^2\operatorname{csch}^2n\xi_0\right)^{1/2}=0.9225 .$$

On the finest grid, $(1-v)/(2\sqrt s)$ at 8 and 16 spacings, extrapolated linearly to the edge, gives 0.893, which is 3.2% low. Shifting the map's surface profile by $0.36h$ and extrapolating in the same way also gives 0.893. The interpretation as an edge shift is thus supported, though not proved.

In physical units the map gives a depth of about 132 nm, a sideways spread of 89 nm, and a depth of 116 nm below the strip edge. The depleted charge is $qN\mathcal A\approx0.64$ fC/µm. The capacitance is about 0.28 fF/µm, against 0.15 for the planar part $2\varepsilon a/W$ alone. The wide-strip formula lies only 0.5% above the map's capacitance at this width.

## What a real contact changes

This doping describes a Schottky diode; low-resistance silicide contacts use far heavier doping, where tunnelling dominates. Here the characteristic tunnelling energy, for a rough mass of $0.26m_e$, is 3.4 meV, well below $k_BT=25.9$ meV. Tunnelling is therefore minor near zero bias, but not necessarily at the reverse bias used here, where the field thins the barrier, most strongly at the strip edge. Image-force lowering at the planar peak field, 0.216 MV/cm, is about 52 meV. It matters more for current than for the depletion boundary.

The largest computed correction to the charge is the field above the surface. At fixed bias, the obstacle problem was solved with a charge-free layer $4W$ high, in a box reaching $4W$ beyond the edge, at $h=0.048W$. Air raises the depleted charge by about 4% and an oxide of relative permittivity 3.9 by about 14%; the central depth changes by about 0.1% and 0.3%. The capacitance rises too, by about 5% and 18%. The sideways boundary is affected most: field lines from donors at the surface run through the cover to the metal, so the depletion approximation gives a thin layer that continues beyond the main region. At $1.5W$ from the strip edge it is about 1 nm thick under air and 3 to 4 nm under the oxide (4.0 nm in this box, 3.4 nm in a box ten times larger on a finer grid), well below the Debye length given below, so electrons there are only partly removed. The finite spread of 89 nm belongs to the model in which no field leaves the surface. Interface charge is a further uncertainty: an assumed $10^{11}$ cm$^{-2}$ balances 10 nm of depleted donors.

Electrons penetrate the boundary over a Debye length of 12.9 nm. Replacing the source 2 by $2(1-e^{-vV/V_T})$, with $V_T=k_BT/q$, and solving by Newton iteration lowers the strip charge by about 1%. The mean donor spacing, 21.5 nm, also means that the smooth boundary is an average.

The ideal edge has unbounded field. With a rough breakdown field of 0.6 MV/cm, the edge law exceeds it within about 4 nm. Metal thickness and rounding alter this zone, so the model does not predict the breakdown voltage. It describes the depletion depth under the strip, and the sideways boundary only where little field leaves the surface.
